# The Stillinger-Lovett condition from perfect screening in a conducting ionic fluid

## Definitions and conventions

A neutral, homogeneous fluid of classical ions occupies a volume $V$ at temperature $T$. Species $a$ has charge $q_a$ and number density $n_a$, with $\sum_a n_aq_a=0$. The ions move in a medium of permittivity $\varepsilon$: this is $\varepsilon_0$ in vacuum and $\varepsilon_0\varepsilon_r$ in a continuum solvent. I write $\beta=1/kT$. A $k$ written directly before $T$ is always Boltzmann's constant; any other $k$ is the wave number. Fourier components are

$$
f_{\mathbf k}=\int f(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}d^3r,\qquad
f(\mathbf r)=\frac1V\sum_{\mathbf k}f_{\mathbf k}\,e^{i\mathbf k\cdot\mathbf r}.
$$

The ionic charge density has components $\rho_{\mathbf k}=\sum_i q_ie^{-i\mathbf k\cdot\mathbf r_i}$. The quantity sought is its fluctuation per volume,

$$
S(k)=\frac{\langle|\rho_{\mathbf k}|^2\rangle}{V},\qquad \mathbf k\neq0 .
$$

The limit $V\to\infty$ is taken first and $k\to0$ afterwards. In a neutral box $\rho_{\mathbf k=0}$ vanishes identically, which says nothing about long but finite wavelengths.

The claim is that in a conducting phase

$$
\boxed{\;S(k)\to\varepsilon\,kT\,k^2\quad(k\to0)\;}
$$

In vacuum the coefficient is $\varepsilon_0kT$. In a solvent it depends on which charge is counted, as worked out below.

## First case: independent ions

Without interactions, the terms $i\ne j$ in $|\rho_{\mathbf k}|^2$ average to zero for $\mathbf k\ne0$, because each position is uniformly distributed. The terms $i=j$ remain:

$$
S_{\rm ind}=\sum_an_aq_a^2 .
$$

This does not depend on $k$. Overall neutrality therefore does not suppress long-wavelength charge fluctuations; the Coulomb interaction must do it.

The simplest way to include the interaction is to let each ion respond independently to the *total* mean potential $\psi$, produced by external and induced charge together. For weak $\psi$ the density is $n_ae^{-\beta q_a\psi}\simeq n_a(1-\beta q_a\psi)$. Multiplying by $q_a$ and summing, neutrality removes the first term:

$$
\rho_{\rm ind}=-\beta\sum_an_aq_a^2\,\psi=-\varepsilon\kappa^2\psi,\qquad
\kappa^2=\frac{\beta}{\varepsilon}\sum_an_aq_a^2 .
$$

Poisson's equation is $\varepsilon k^2\psi_{\mathbf k}=\rho_{\rm ext}+\rho_{\rm ind}$. Substituting $\psi=-\rho_{\rm ind}/(\varepsilon\kappa^2)$ gives $-(k^2/\kappa^2)\rho_{\rm ind}=\rho_{\rm ext}+\rho_{\rm ind}$, so

$$
\frac{\rho_{\rm ind}}{\rho_{\rm ext}}=-\frac{\kappa^2}{\kappa^2+k^2}.
$$

The ratio tends to $-1$ at long wavelength: screening is perfect. At $k\gg\kappa$ it tends to zero: the ions respond to the potential as before, but a given external charge of short wavelength produces only a weak potential, proportional to $1/k^2$. This is a mean-field result. What must be found is which part of it survives correlations, and how a response determines a fluctuation.

## From response to fluctuation

Place a weak static external charge $\rho_{\rm ext}$ in the fluid. By itself it makes the potential $\phi_{\mathbf k}=\rho_{{\rm ext},\mathbf k}/(\varepsilon k^2)$ and adds the energy

$$
H'=\int\rho\,\phi\,d^3r=\frac1V\sum_{\mathbf k'}\rho^*_{\mathbf k'}\phi_{\mathbf k'} .
$$

The bare potential belongs here, since the interactions among the ions are already in the unperturbed energy. Expand the Boltzmann weight to first order, $e^{-\beta H'}\simeq1-\beta H'$. The correction to the normalization multiplies $\langle\rho_{\mathbf k}\rangle_0$, which is zero in a homogeneous fluid for $\mathbf k\neq0$. Hence

$$
\langle\rho_{\mathbf k}\rangle=-\beta\langle\rho_{\mathbf k}H'\rangle_0
=-\frac{\beta}{V}\sum_{\mathbf k'}\langle\rho_{\mathbf k}\rho^*_{\mathbf k'}\rangle_0\,\phi_{\mathbf k'} .
$$

Translation invariance leaves only $\mathbf k'=\mathbf k$, so $\langle\rho_{\mathbf k}\rangle=-\beta S(k)\phi_{\mathbf k}$. Inserting $\phi_{\mathbf k}$,

$$
\frac{\rho_{\rm ind}}{\rho_{\rm ext}}=-\frac{S(k)}{\varepsilon\,kT\,k^2}\equiv-R(k).
$$

This relation holds for any interaction strength, provided the ions are classical and the perturbation is weak. $R(k)$ is the fraction of the external charge that is screened. Perfect screening, $R\to1$, is the same statement as the boxed law.

Two limits check the signs and factors. For independent ions, $S_{\rm ind}=\varepsilon kT\kappa^2$ gives $\rho_{\rm ind}=-\varepsilon\kappa^2\phi$, the direct response to the bare potential. In mean field, the screening ratio of the previous section gives

$$
S(k)=\varepsilon kT\,\frac{\kappa^2k^2}{\kappa^2+k^2},
$$

which becomes $\varepsilon kTk^2$ for $k\ll\kappa$ and returns to $S_{\rm ind}$ for $k\gg\kappa$.

The law can also be read as equipartition. The electrostatic energy of the ionic charge in one real degree of freedom averages to $\langle|\rho_{\mathbf k}|^2\rangle/(2V\varepsilon k^2)=kT/2$. At long wavelength it is the electrostatic stiffness that limits the fluctuation, and the density of ions drops out.

## Why a conductor screens perfectly

To go beyond mean field, define a response $\chi(k)$ to the total mean potential by $\rho_{\rm ind}=-\chi(k)\psi$. With Poisson's equation,

$$
\rho_{\rm ind}=-\frac{\chi}{\varepsilon k^2}(\rho_{\rm ext}+\rho_{\rm ind})
\;\Rightarrow\;
R(k)=\frac{\chi}{\chi+\varepsilon k^2}=\frac1{1+\varepsilon k^2/\chi(k)} .
$$

This is still a definition. The physics enters through the behaviour of $\chi$ at small $k$.

If $\psi$ varies slowly, each region of a conducting fluid can exchange ions with its neighbours until the electrochemical potentials are uniform, $\mu_a+q_a\psi={\rm const}$. The local chemical potentials thus shift by $\delta\mu_b=-q_b\psi$, and

$$
\rho_{\rm ind}=\sum_aq_a\delta n_a=-\sum_{ab}q_aq_b\frac{\partial n_a}{\partial\mu_b}\,\psi .
$$

The mean electrostatic potential is split off from $\mu_b$ in these derivatives, because it is counted in $\psi$. The double sum is $\chi(0)$. For ideal ions $\partial n_a/\partial\mu_b=\beta n_a\delta_{ab}$, and $\chi(0)=\varepsilon\kappa^2$ as before.

The assumption that defines the conducting phase here is that $\chi(0)$ is finite and nonzero. Then $\varepsilon k^2/\chi\to0$, $R\to1$, and the law follows. Its sign is not needed: once $|\chi|>\varepsilon k^2$, $R$ is positive for either sign, as $S\geq0$ requires. Ion size, short-range attraction and correlations alter $\chi$, and so alter how $S$ departs from $\varepsilon kTk^2$ at finite $k$, but not the leading coefficient.

If instead all charges are bound in neutral groups, a uniform $\psi$ moves no net charge. Only its gradient polarizes the groups, so $\chi=\varepsilon\chi_ek^2$ with constant $\chi_e$, and

$$
R\to\frac{\chi_e}{1+\chi_e}=1-\frac1{\varepsilon_{\rm eff}},\qquad\varepsilon_{\rm eff}=1+\chi_e .
$$

A $k^2$ law survives, but with a smaller coefficient. Perfect screening is therefore a real condition on the phase.

## The same statement in real space

Let $h_{ab}(r)=g_{ab}(r)-1$ be the pair correlation functions. Separating each ion's correlation with itself, $S(k)$ is the transform of

$$
C(r)=\sum_an_aq_a^2\,\delta(\mathbf r)+\sum_{ab}n_an_bq_aq_bh_{ab}(r).
$$

The angular average of $e^{-i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/(kr)=1-k^2r^2/6+\dots$, so if the second moment exists,

$$
S(k)=\int C\,d^3r-\frac{k^2}{6}\int r^2C\,d^3r+\dots
$$

Matching to $\varepsilon kTk^2$ gives two conditions. The order $k^0$ says that the cloud around an ion cancels its charge, when summed over species with weight $n_aq_a$. In the order $k^2$ the delta function does not contribute, because $r^2$ vanishes there:

$$
\sum_{ab}n_an_bq_aq_b\int r^2h_{ab}(r)\,d^3r=-6\,\varepsilon kT .
$$

This is the second-moment form of the Stillinger-Lovett condition.

The mean-field fluid provides a check. Writing $S=\varepsilon kT\kappa^2[1-\kappa^2/(k^2+\kappa^2)]$ and transforming back, $C(r)=-\varepsilon kT\kappa^4e^{-\kappa r}/(4\pi r)$ for $r>0$. The moments are

$$
\int C\,d^3r=\varepsilon kT\kappa^2-\varepsilon kT\kappa^4\int_0^\infty re^{-\kappa r}dr=0,
$$
$$
\int r^2C\,d^3r=-\varepsilon kT\kappa^4\int_0^\infty r^3e^{-\kappa r}dr=-6\varepsilon kT,
$$

since the integrals are $1/\kappa^2$ and $6/\kappa^4$.

## Adding a polarizable solvent

In a solvent there are ionic charge $\rho_f$ and bound charge $\rho_b$. For a local, linear, classical solvent let $\chi_s=\varepsilon_r-1$. The longitudinal polarization obeys $|P_{\mathbf k}|^2=|\rho_b|^2/k^2$ and costs an elastic energy. Treat the ions' entropy in the ideal, Gaussian approximation. One pair of modes $\pm\mathbf k$ then has the free energy

$$
F=\frac1{V\varepsilon_0k^2}\left[|\rho_f+\rho_b|^2+\frac{|\rho_b|^2}{\chi_s}+t\,|\rho_f|^2\right],\qquad
t=\frac{\varepsilon_0k^2kT}{\sum_an_aq_a^2}.
$$

The bracket is a quadratic form with matrix elements $A_{ff}=1+t$, $A_{fb}=1$ and $A_{bb}=1+1/\chi_s=\varepsilon_r/\chi_s$. Its determinant is

$$
(1+t)\frac{\varepsilon_r}{\chi_s}-1=\frac{\varepsilon_r-\chi_s+t\varepsilon_r}{\chi_s}=\frac{1+t\varepsilon_r}{\chi_s}.
$$

For the Gaussian weight $e^{-\beta F}$ the covariances per volume are $\varepsilon_0kTk^2A^{-1}$. The ionic variance uses $(A^{-1})_{ff}=A_{bb}/\det A$. The total charge uses the sum of all elements of $A^{-1}$, which is $(A_{ff}+A_{bb}-2A_{fb})/\det A$:

$$
S_f=\varepsilon_0kTk^2\,\frac{\varepsilon_r}{1+t\varepsilon_r},\qquad
S_{\rm tot}=\varepsilon_0kTk^2\,\frac{1+t\chi_s}{1+t\varepsilon_r}.
$$

As $k\to0$ at fixed ion density, $t\to0$. The ionic charge then fluctuates as $\varepsilon_0\varepsilon_rkTk^2$ and the total charge as $\varepsilon_0kTk^2$. For a given $\rho_f$ the bracket is smallest at $\rho_b=-(1-1/\varepsilon_r)\rho_f$. On average, bound charge thus compensates this fraction of an ionic fluctuation, which makes larger ionic fluctuations affordable.

The opposite limit removes the ions first: $t\to\infty$ gives $S_{\rm tot}\to\varepsilon_0kTk^2(1-1/\varepsilon_r)$, the insulating result found above. The result for the total charge requires all of the polarization to be classical. Electronic polarization at room temperature is not, so for real water the total-charge formula describes the model.

## A gas in which screening fails

A one-dimensional gas of parallel sheets with charges $\pm\sigma$ per area tests the condition on the phase. Let each sheet have area $\mathcal A$. Crossing a sheet changes the displacement by $\pm\sigma$, so between sheets it equals $m\sigma$ with integer $m$ when no charge sits at the ends. The field costs

$$
b\,m^2\quad\text{per length, in units of }kT,\qquad b=\frac{\beta\mathcal A\sigma^2}{2\varepsilon}.
$$

With fugacity $z$ per length for each kind of sheet, the partition function is generated by the matrix $H$ with diagonal $bm^2$ and elements $-z$ between neighbouring $m$. For a long system the lowest eigenstate $|0\rangle$ dominates. With excitation gaps $\Delta_j$,

$$
\langle m(0)m(x)\rangle=\sum_{j>0}|\langle j|m|0\rangle|^2e^{-\Delta_j|x|}.
$$

The charge density is $\sigma\,dm/dx$, so its fluctuation is $k^2$ times that of the displacement. Since $\int e^{-\Delta|x|}dx=2/\Delta$, dividing the small-$k$ result by $\varepsilon kTk^2$ gives

$$
R=\frac{2\beta\mathcal A\sigma^2}{\varepsilon}\sum_{j>0}\frac{|\langle j|m|0\rangle|^2}{\Delta_j}
=4b\sum_{j>0}\frac{|\langle j|m|0\rangle|^2}{\Delta_j}.
$$

Now impose a small fractional displacement $\theta\sigma$ with charges at the ends. The diagonal becomes $b(m+\theta)^2=bm^2+2b\theta m+b\theta^2$. The linear term has zero mean by symmetry and contributes in second order:

$$
E_0(\theta)=E_0+b\theta^2-4b^2\theta^2\sum_{j>0}\frac{|\langle j|m|0\rangle|^2}{\Delta_j}
=E_0+b\theta^2(1-R).
$$

A dielectric would cost $b\theta^2/\varepsilon_{\rm eff}$, so $R=1-1/\varepsilon_{\rm eff}$, as expected for bound charge.

In units where $b=1$, the fluctuation sum gives $R=0.075$, $0.719$ and $0.997$ for $z=0.1$, $0.5$ and $2$. The separately computed curvature of $E_0(\theta)$ gives $1/\varepsilon_{\rm eff}=0.925$, $0.281$ and $0.0034$, and each pair adds to one. For small $z$, first-order mixing of $m=\pm1$ into $m=0$ gives a squared matrix element $2z^2$ and a gap of 1, hence $R\simeq8z^2=0.08$ at $z=0.1$, close to the computed value. The densest case comes near to perfect screening but does not reach it: integer steps cannot fully cancel a fractional field.

## A correlated three-dimensional fluid

The example has parameters in the regime of an aqueous monovalent salt at 1.0 mol/L and 298.15 K, with the rough value $\varepsilon_r=78$. Both signs together have $n=1.2044\ {\rm nm^{-3}}$. The Bjerrum length, at which two elementary charges interact with energy $kT$, is

$$
l_B=\frac{e^2}{4\pi\varepsilon kT}=0.7185\ {\rm nm},\qquad
\kappa^{-1}=(4\pi l_Bn)^{-1/2}=0.303\ {\rm nm}.
$$

The product $\kappa l_B=2.37$ is not small, so the accuracy of mean field is not assured in advance. A Monte Carlo simulation treats 128 ions in a periodic box of side 4.737 nm, with 100 replicas. The ion positions are restricted to a cubic grid of spacing 0.148 nm. Each charge is smeared into a Gaussian of width $s=0.15$ nm, which keeps opposite charges from collapsing. $S(k)$ refers to the ion centres.

Smearing multiplies the pair interaction by $e^{-k^2s^2}$, so the mean-field comparison is $R=1/(k^2/\kappa^2+e^{-k^2s^2})$. At the smallest wave number, $1.33\ {\rm nm^{-1}}$, the simulation gives $R=0.887\pm0.005$ and mean field 0.891. At $2.65\ {\rm nm^{-1}}$ the values are $0.647\pm0.004$ and 0.666, a difference of about 3% of the mean-field value. Correlations are thus visible at finite $k$.

A fit of $1/R$, quadratic in $k^2$ over six shells of wave vectors, extrapolates to

$$
\lim_{k\to0}\frac{\varepsilon kTk^2}{S(k)}=0.982\pm0.013 .
$$

This lies 1.4 standard errors below the predicted value of one and passes the test set at four standard errors. For independent ions the same limit would be zero.

A second simulation applies an external potential wave of amplitude $1\,kT/e$ at the smallest wave number and measures the induced charge. The screened fraction is $0.881\pm0.002$, against $0.887\pm0.005$ from spontaneous fluctuations. They agree within about one combined standard error, which supports the response relation in a correlated fluid.

## Reading the numbers

The coefficient of the law for the ionic charge is

$$
\varepsilon_0\varepsilon_rkT=2.84\times10^{-30}\ {\rm C^2/m},\qquad
\frac{\varepsilon_0\varepsilon_rkT}{e^2}=\frac1{4\pi l_B}=0.1108\ {\rm nm^{-1}} .
$$

At a wavelength of 100 nm, $k=2\pi/(100\ {\rm nm})=0.0628\ {\rm nm^{-1}}$, and

$$
S=0.1108\times(0.0628)^2\,e^2/{\rm nm^3}=4.37\times10^{-4}\,e^2/{\rm nm^3}.
$$

Independent ions would give $ne^2=1.20\,e^2/{\rm nm^3}$, about 2800 times more.

For a picture in space, weigh the charge with a Gaussian window, $Q=\int\rho\,e^{-r^2/2a^2}d^3r$. The window's transform is $(2\pi)^{3/2}a^3e^{-k^2a^2/2}$, so

$$
\langle Q^2\rangle=a^6\int_0^\infty4\pi k^2\,(\varepsilon kTk^2)\,e^{-k^2a^2}dk
=4\pi a^6\varepsilon kT\,\frac{3\sqrt\pi}{8a^5}
=\frac32\pi^{3/2}\varepsilon kT\,a .
$$

With $a=10$ nm, $\langle Q^2\rangle=8.35\times0.1108\times10\,e^2=9.25\,e^2$, an rms charge of $3.04\,e$. Independent ions would give $\langle Q^2\rangle=n\pi^{3/2}a^3e^2$ and $82\,e$. The growth with $a$ instead of $a^3$ belongs to a smooth window. For a sharp sphere the squared transform falls as $k^{-4}$, the integrand no longer decays within the range of the law, and wave numbers near $\kappa$ matter.

The first correction in mean field is $S\simeq\varepsilon kTk^2(1-k^2/\kappa^2)$. Under the weight $k^4e^{-k^2a^2}$ the average of $k^2$ is $5/(2a^2)$, so the variance changes by $-5/(2\kappa^2a^2)=-0.23\%$. Integrating the mean-field correlations in real space confirms this.

## The model beside a real salt solution

A Debye length of 0.3 nm is comparable to the size of a water molecule, so neither a continuum solvent nor soft ions without hard cores describes the structure at that scale. The long-wavelength law does not need that structure, but it does need the permittivity of the solution. Dissolved salt lowers it; a rough loss of 12 from 78 reduces the rms window charge by 8%. If the permittivity falls with $k$ as $1/(1+k^2\ell^2)$, the window variance drops by about $5\ell^2/(2a^2)$, which is 0.6% for an illustrative $\ell=0.5$ nm. This is not an estimate for water. Lengths of that size are usually quoted for a Lorentzian in the longitudinal response $1/\varepsilon_\infty-1/\varepsilon(k)$, where $\varepsilon_\infty$ is the high-frequency permittivity. Such a length $\Lambda$ corresponds to $\ell=\Lambda\sqrt{\varepsilon_r/\varepsilon_\infty}$, and $\Lambda=0.5$ nm with $\varepsilon_\infty=5$ gives $\ell\approx2$ nm and a drop of about 8%.

Quantum motion multiplies the variance of a harmonic charge mode by $(x/2)\coth(x/2)\simeq1+x^2/12$, with $x=\hbar\omega_p/kT$. For ions of round mass 23 u without a solvent, the vacuum plasma frequency gives $x=0.245$ and an increase of 0.5%. In a solvent the leading quantum term is still fixed by the mass and density of the ions, while the classical ionic variance is $\varepsilon_r$ times larger, so the relative increase falls to about 0.006%. This does not require the solvent to follow the ions, which water does not do at these frequencies. The factor $(x/2)\coth(x/2)$ gives an increase of 8% at $x=1$ and 31% at $x=2$. Near an electrode the fluid is not homogeneous, and the window formula applies only if the window lies well inside the bulk. The full set of values is in the numerical output below.

## Calculated quantities

```
temperature = 298.15 K, eps_r = 78 (rough)
salt = 1.0 mol/L, all ions n = 1.2044 nm^-3
thermal energy kT = 25.693 meV
Bjerrum length = 0.7185 nm
Debye length = 0.3032 nm, kappa*l_B = 2.370
eps_0*kT = 3.6447e-32 C^2/m
eps_0*eps_r*kT = 2.8429e-30 C^2/m
eps_0*eps_r*kT/e^2 = 0.11075 nm^-1
simulation: 128 ions, 100 replicas, box = 4.737 nm
grid spacing = 0.1480 nm, charge width = 0.15 nm
sweeps = 130, discarded = 25, accepted = 0.503
k (1/nm), S/(eps kT k^2), standard error, mean-field value:
  1.3265  0.8865  0.0052  0.8905
  1.8759  0.7934  0.0031  0.8016
  2.2975  0.7117  0.0036  0.7281
  2.6530  0.6468  0.0039  0.6663
  2.9661  0.5988  0.0020  0.6137
  3.2492  0.5546  0.0017  0.5684
eps kT k^2/S at k=0: 0.9815 +- 0.0128
external wave: amplitude = 1.0 kT/e
-induced/external charge = 0.8807 +- 0.0018
Debye-Hueckel zeroth moment = 0.0e+00 e^2/nm^3
second moment, quadrature = -0.664495 e^2/nm
second moment, -6 eps kT = -0.664495 e^2/nm
wavelength = 100 nm, k = 0.06283 nm^-1
S(k) from the law = 4.3722e-04 e^2/nm^3
independent ions/S(k) = 2755
ionic S/(eps_0 kT k^2) with solvent = 77.972
total S/(eps_0 kT k^2) with solvent = 1.00000
window a = 10 nm: rms charge, law = 3.0414 e
rms charge, Debye-Hueckel in real space = 3.0379 e
rms charge, independent ions = 81.89 e
sheet gas: z, S/(eps kT k^2), 1/eps_eff from curvature:
  0.1  0.07481  0.92519
  0.5  0.71937  0.28063
  2.0  0.99664  0.00336
rough eps_r loss by salt = 12: rms charge -8.0 %
finite Debye length: window variance -0.230 %
nonlocal solvent, rough range 0.5 nm: variance about 0.63 %
ion mass = 23 u, hbar*omega_p/kT (vacuum) = 0.245
quantum increase of S, vacuum estimate = 0.50 %
```
